# Copper-Ion Depletion in a Reacting Via and Its Thiele Modulus, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the ion balance of a slice

### A via that is only slightly depleted

Take a cylindrical via of radius \(R\) and depth \(L\), open to a copper electrolyte at \(z=0\) and closed by a floor at \(z=L\). Cupric ions enter through the mouth, diffuse inward and are deposited on the sidewall. Let the floor be inert for the moment, and let the depletion be so slight that every part of the wall plates at nearly the rate it would have at the mouth concentration \(c_0\). The wall then consumes \(kc_0\) ions per unit area and time, where the rate constant \(k\) has the dimension of a velocity.

All ions deposited below depth \(z\) must first cross the section at \(z\). The wall area below that section is \(2\pi R(L-z)\), and the section has area \(\pi R^2\). With diffusion coefficient \(D\), the inward flux is \(-D\,dc/dz\), so

\[
-\pi R^2D\frac{dc}{dz}=2\pi Rkc_0(L-z).
\]

Dividing by \(\pi R^2D\) and integrating from the mouth gives

\[
c_0-c(z)=\frac{2kc_0}{RD}\left(Lz-\frac{z^2}{2}\right).
\]

At the floor the bracket equals \(L^2/2\), and the fractional loss is

\[
\frac{c_0-c(L)}{c_0}=\frac{kL^2}{RD}=\frac{\phi^2}{2},
\qquad
\phi=L\sqrt{\frac{2k}{RD}} .
\]

The number \(\phi\) is the Thiele modulus of the via. Its square compares what the wall would consume at the mouth concentration with what diffusion could carry if the concentration fell from \(c_0\) to zero over the depth:

\[
\frac{2\pi RL\,kc_0}{\pi R^2D\,c_0/L}=\frac{2kL^2}{RD}=\phi^2 .
\]

The estimate contradicts itself once \(\phi^2/2\) is no longer small, because a depleted wall consumes less than \(kc_0\). The wall rate must then follow the local concentration.

### Assumptions and units

The ions are dilute and the electrolyte does not flow. An excess of supporting salt carries the current, so migration of cupric ions and the potential drop along the via are neglected, and \(k\) is the same along the whole sidewall. The concentration is held at \(c_0\) across the mouth. This \(c_0\) is the value at the mouth, which is lower than the bulk value if there is a depleted layer outside. The walls move so slowly that the concentration is steady for the present shape.

The algebra is in atomic units, with elementary charge equal to one, and temperature \(T\) is written as an energy. Neither the electron mass nor Planck's constant enters, so the diffusion formulas look the same in any consistent units. Numbers are given in angstrom, electronvolt and second.

Deposition is first order in the ion concentration, with

\[
k=k_0\exp\left(\frac{a\eta}{T}\right).
\]

Here \(\eta>0\) is the magnitude of the cathodic overpotential, expressed as the energy of one elementary charge, and \(a\) is the transfer coefficient defined by this formula. Dissolution is neglected. Transferring a doubly charged ion changes the free energy by \(2\eta\), so the ratio of dissolution to deposition is \(e^{-2\eta/T}\) where the concentration is \(c_0\). Where the concentration is \(c\), deposition is slower by \(c/c_0\), and the ratio becomes \((c_0/c)e^{-2\eta/T}\). This must be small.

### The balance equation

Let \(\bar c(z)\) be the concentration averaged over the cross-section and \(c_w(z)\) its value at the wall. In a slice of thickness \(dz\), the diffusive inflow minus the outflow is \(\pi R^2D\,\bar c''\,dz\), where primes denote derivatives with respect to \(z\). The wall removes \(2\pi Rkc_w\,dz\). In the steady state these are equal:

\[
D\bar c''=\frac{2k}{R}c_w .
\]

This relation contains two unknown functions. To connect them, consider how the concentration varies with the distance \(r\) from the axis. If diffusion across the via is fast compared with reaction at its wall, the concentration is nearly uniform across a section away from the mouth. Its axial curvature is then nearly uniform as well, and so is the radial part of the Laplacian, which must cancel it. A radial profile with that property, smooth on the axis, is \(c=c_a-br^2\), with \(c_a\) the value on the axis. The flux into the wall is \(-D\,\partial c/\partial r=2DbR\), and it must equal \(kc_w\). Hence \(b=kc_w/(2DR)\).

The average of \(r^2\) over a disc is \(R^2/2\). Therefore \(\bar c=c_a-bR^2/2\), while \(c_w=c_a-bR^2\). Subtracting,

\[
\bar c-c_w=\frac{bR^2}{2}=\frac{B}{4}c_w,
\qquad B=\frac{kR}{D}.
\]

If \(B\ll1\), the wall concentration may be replaced by the average. This closes the balance:

\[
\bar c''=m^2\bar c,\qquad m^2=\frac{2k}{RD},\qquad \phi=mL .
\]

The condition \(B\ll1\) means that diffusion across the via is fast compared with reaction at its wall. It does not require weak depletion along the via. With the aspect ratio \(A=L/R\), the definitions give \(\phi=A\sqrt{2B}\), so a deep via can have a large \(\phi\) while \(B\) remains small.

### The profile with a reacting floor

Let the floor have rate constant \(\kappa k\). The value \(\kappa=0\) describes an inert floor, \(\kappa=1\) a floor with the same kinetics as the wall, and \(\kappa>1\) an accelerated floor. The boundary conditions are

\[
\bar c(0)=c_0,\qquad -D\bar c'(L)=\kappa k\bar c(L).
\]

It is convenient to measure distance from the floor and write the general solution as

\[
\bar c=P\cosh m(L-z)+Q\sinh m(L-z).
\]

At \(z=L\) this gives \(\bar c=P\) and \(\bar c'=-mQ\). The floor condition becomes \(DmQ=\kappa kP\), or \(Q=\kappa\beta P\) with

\[
\beta=\frac{k}{Dm}=\frac{kL}{D\phi}.
\]

From the definition of \(\phi\), \(kL/D=\phi^2R/(2L)=\phi^2/(2A)\). Thus \(\beta=\phi/(2A)\). The mouth condition fixes \(P(\cosh\phi+\kappa\beta\sinh\phi)=c_0\). With \(x=z/L\), the result is

\[
\boxed{\;
\frac{\bar c(x)}{c_0}=
\frac{\cosh\phi(1-x)+\kappa\beta\sinh\phi(1-x)}
{\cosh\phi+\kappa\beta\sinh\phi},
\qquad \beta=\frac{\phi}{2A}.
\;}
\]

For small \(\phi\), set \(x=1\), where the numerator is one. The denominator is \(1+\phi^2/2+\kappa\phi^2/(2A)\) to second order, so the fractional loss at the floor is

\[
1-\frac{\bar c(L)}{c_0}\simeq
\frac{\phi^2}{2}\left(1+\frac{\kappa}{A}\right).
\]

The first term is the simple estimate made at the start. The second is the extra loss caused by ions that feed the floor. The floor has only a fraction \(1/(2A)\) of the wall's area, but its ions must travel the full depth, twice the mean distance travelled by ions that feed a uniformly plating wall. This is why the correction is \(\kappa/A\).

For \(\phi\gg1\), and far from the floor, the growing exponentials in numerator and denominator dominate. Their ratio is \(\bar c\simeq c_0e^{-mz}\). The depletion length \(1/m=\sqrt{RD/(2k)}\) then replaces the via depth as the distance over which the wall is fed.

### The crossover and its overpotential

For an inert floor the profile gives

\[
\frac{\bar c(L)}{c_0}=\operatorname{sech}\phi .
\]

This is also the ratio of the deepest wall's plating rate to that at the mouth. It falls smoothly from one to zero, without a critical value. At \(\phi=1\) it is 0.648, which makes \(\phi=1\) a natural marker between nearly uniform initial plating and plating concentrated near the mouth. If a fractional rate loss \(\varepsilon\) is tolerated, solving \(\operatorname{sech}\phi=1-\varepsilon\) gives

\[
\phi_\varepsilon=\operatorname{arcosh}\frac{1}{1-\varepsilon}.
\]

A loss of 5 percent corresponds to \(\phi=0.323\). A uniformity requirement therefore needs its own tolerance.

The modulus depends on overpotential through \(k\). Setting \(\phi^2=1\) gives

\[
\frac{2k_0L^2}{RD}e^{a\eta_1/T}=1,
\qquad
\eta_1=\frac Ta\ln\frac{RD}{2k_0L^2}.
\]

Since \(\phi^2\) is proportional to \(e^{a\eta/T}\), it follows that \(\phi=\exp[a(\eta-\eta_1)/(2T)]\). If the logarithm is negative, \(\phi\) already exceeds one at every positive overpotential.

Consider round model parameters: \(R=25000\) Å, \(L=500000\) Å, \(D=5\times10^{10}\) Å\(^2\)/s, \(k_0=200\) Å/s and \(a=0.5\). The thermal energy at 298.15 K is 0.02569 eV. The rate constant at which \(\phi=1\) is

\[
\frac{RD}{2L^2}=
\frac{25000\times5\times10^{10}}{2\times(500000)^2}
=2500\ \text{Å/s}.
\]

It exceeds \(k_0\) by a factor 12.5, and therefore \(\eta_1=(0.02569/0.5)\ln12.5=0.130\) eV, or 0.00477 hartree.

At \(\eta=0.15\) eV, \(k=200\exp(0.5\times0.15/0.02569)=3.7\times10^3\) Å/s and \(\phi=\sqrt{3705/2500}=1.22\). With \(\kappa=1\), the concentration relative to the mouth is 0.785, 0.643, 0.561 and 0.531 at one quarter, one half, three quarters and the full depth. The depletion length is \(L/\phi=4.1\times10^5\) Å, or \(7.8\times10^5\) bohr.

At 0.08 eV, \(k=949\) Å/s and \(\phi=0.616\). The concentration at the floor is then 0.829 of its mouth value. The weak-depletion estimate gives a loss of \((0.616^2/2)(1+1/20)=0.20\), somewhat more than the 0.17 from the full profile, because the estimate lets every surface consume ions at the mouth rate.

Dissolution at the floor is \(2.4\times10^{-3}\) of deposition at 0.08 eV and \(1.6\times10^{-5}\) at 0.15 eV, so neglecting it is justified in both cases. The same would not hold for the 5 percent criterion in this via. The required overpotential would formally be \(0.130+(2\times0.02569/0.5)\ln0.323\simeq0.014\) eV, less than the thermal energy, where dissolution is substantial. If dissolution proceeds at the uniform rate \(kc_0e^{-2\eta/T}\), it lowers the net plating rate everywhere. With an inert floor it does not change the relative profile of that rate, because \(c-c_0e^{-2\eta/T}\) obeys the same balance equation as \(c\) did without dissolution.

Size matters even at fixed shape, since \(\phi=A\sqrt{2kR/D}\). With \(A=20\) and the value of \(k\) at 0.15 eV, reducing the radius from 25000 Å to 500 Å lowers \(\phi\) from 1.22 to 0.17. A via with radius 500 Å and depth 5000 Å has half that aspect ratio, and therefore \(\phi=0.086\). Cupric-ion depletion is then slight.

### How much faster the floor must be

Superfilling requires faster growth at the floor than at the mouth. In this model the initial floor rate relative to the mouth-wall rate is

\[
\frac{\kappa k\bar c(L)}{kc_0}
=\frac{\kappa}{\cosh\phi+\kappa\beta\sinh\phi}.
\]

Requiring this to exceed one, and multiplying by the positive denominator, gives \(\kappa(1-\beta\sinh\phi)>\cosh\phi\). Hence

\[
\kappa>\frac{\cosh\phi}{1-\beta\sinh\phi},
\qquad \beta\sinh\phi<1 .
\]

If \(\beta\sinh\phi\ge1\), the inequality has no positive solution. Faster floor kinetics then lower the floor concentration, and the floor rate rises only towards the diffusion limit \(Dmc_0/\sinh\phi\), which does not exceed \(kc_0\). Since \(\beta=\phi/(2A)\), the boundary is \(\phi\sinh\phi=2A\).

At 0.15 eV, \(\beta=1.217/40=0.0304\), and the required ratio is \(\kappa=1.93\). For \(A=20\), no floor acceleration lets the initial floor rate match that of the mouth wall above \(\phi=3.22\). The inequality compares initial rates under fixed sidewall kinetics and is far from sufficient for complete filling. A floor that merely keeps pace with the mouth wall rises by only one radius before the mouth closes. To reach the mouth first, it must advance on average at least \(A\) times as fast as the mouth wall.

## Second derivation: radial modes, and the fate of the mouth

The via has radius \(R\), depth \(L\) and aspect ratio \(A=L/R\). Its sidewall consumes \(kc\) ions per unit area and time, and its floor \(\kappa kc\). The mouth concentration is \(c_0\), the diffusion coefficient is \(D\), and \(B=kR/D\). The slice balance gave a hyperbolic profile with \(m^2=2k/(RD)\), modulus \(\phi=mL=A\sqrt{2B}\) and floor parameter \(\beta=k/(Dm)=\phi/(2A)\), under the condition \(B\ll1\). As before, \(x=z/L\).

### Solving the diffusion equation across and along the via

The same profile can be obtained without averaging at the outset. Let \(\rho=r/R\). The steady diffusion equation and the wall condition are

\[
\frac{1}{R^2\rho}\frac{\partial}{\partial\rho}
\left(\rho\frac{\partial c}{\partial\rho}\right)
+\frac{\partial^2c}{\partial z^2}=0,
\qquad
-\left.\frac{\partial c}{\partial\rho}\right|_{\rho=1}=Bc .
\]

Try \(c=f(\rho)g(z)\). Dividing by \(fg\) separates the variables. The radial solution that is regular on the axis is \(f=J_0(\lambda\rho)\), with \((\rho f')'=-\lambda^2\rho f\), and the axial factor obeys \(g''=(\lambda/R)^2g\). Because \(J_0'=-J_1\), the wall condition is

\[
\lambda J_1(\lambda)=BJ_0(\lambda).
\]

Its positive roots \(\lambda_0<\lambda_1<\cdots\) define the radial modes \(f_n\). The floor condition has the same constant at every radius, so it applies to each mode separately:

\[
-Dg_n'(L)=\kappa kg_n(L).
\]

This is the axial problem solved before, with \(m\) replaced by \(\lambda_n/R\). Normalized to one at the mouth, its solution is

\[
g_n(x)=
\frac{\cosh\phi_n(1-x)+\kappa b_n\sinh\phi_n(1-x)}
{\cosh\phi_n+\kappa b_n\sinh\phi_n},
\quad
\phi_n=A\lambda_n,\quad b_n=\frac{B}{\lambda_n}.
\]

The mouth condition determines how much of each mode is present. Two different modes satisfy

\[
(\lambda_j^2-\lambda_n^2)\int_0^1\rho f_nf_j\,d\rho
=\left[\rho(f_jf_n'-f_nf_j')\right]_0^1=0 .
\]

The bracket vanishes at the axis because of the factor \(\rho\), and at the wall because both modes have \(f'=-Bf\). The modes are therefore orthogonal. Let angle brackets denote an average over the disc, \(\langle q\rangle=2\int_0^1q\rho\,d\rho\). Expanding the uniform mouth concentration as \(1=\sum_na_nf_n\) gives \(a_n=\langle f_n\rangle/\langle f_n^2\rangle\). The averaged concentration is then

\[
\frac{\bar c}{c_0}=\sum_nw_ng_n(x),\qquad
w_n=\frac{\langle f_n\rangle^2}{\langle f_n^2\rangle},
\qquad \sum_nw_n=1 .
\]

The last relation is the average of the expansion of one.

The slice balance has given the concentration profile, its modulus \(\phi\) and the floor acceleration needed for the initial floor rate to exceed that at the mouth wall, and the diffusion equation has been solved separately as a sum of radial modes. It remains to show that the lowest mode reproduces the slice-balance profile when \(B\) is small, and to follow the moving walls to closure of the mouth and the void left behind.

Numerical values quoted here were computed with a short program.
